# One Hubbard site, many exact decouplings: saddle points and variances differ

Take one site with repulsion $U=0.3$ eV at $k_BT=0.1$ eV, on average singly occupied. Rewrite its partition function as an average over Gaussian auxiliary fields in three ways, called charge, mixed and spin. All three averages give $Z=5.1787$. Yet the most important field configuration carries a magnetic moment of $0.86$ in the spin version and none in the other two. To estimate $Z$ to 1% by drawing fields from the Gaussian takes about 3,000 samples in the charge version, 9,500 in the mixed one and 61,000 in the spin one. How can three exact rewritings of one number differ so much?

## The belief and its appeal

The belief is that the Hubbard interaction has one proper Hubbard-Stratonovich field. The transformation is an identity, the argument runs, so the interaction dictates the field. The saddle point of the field integral is then *the* mean-field theory of the model, and the statistical noise is a property of the model too.

There is a sound core to this. Once an interaction is written as a definite square, the Gaussian identity fixes how the field couples to it. The gap lies one step earlier: the Hubbard term is a product of two occupations, and it can be written as a square in more than one way.

## A family of exact decouplings

Let $n_\uparrow,n_\downarrow$ be the occupation operators, and take
$$H=U\left(n_\uparrow-\tfrac12\right)\left(n_\downarrow-\tfrac12\right),\qquad U>0 .$$
Multiplying out gives $Un_\uparrow n_\downarrow-\frac U2(n_\uparrow+n_\downarrow)+\frac U4$. This is the Hubbard term with chemical potential $U/2$, which means half filling, plus a constant. Define
$$m=n_\uparrow-n_\downarrow,\qquad q=n_\uparrow+n_\downarrow-1,\qquad g=\frac{U}{k_BT}.$$
An occupation is 0 or 1, so $n_\sigma^2=n_\sigma$. Therefore
$$m^2=n_\uparrow+n_\downarrow-2n_\uparrow n_\downarrow,\qquad q^2=1-n_\uparrow-n_\downarrow+2n_\uparrow n_\downarrow,$$
and $m^2+q^2=1$: the site is either magnetic or charged, never both. Comparison with $H$ gives two equally valid forms,
$$\frac HU=\frac14-\frac{m^2}{2}=\frac{q^2}{2}-\frac14 .$$
Take a fraction $a$ of the first and $1-a$ of the second, with $0\le a\le1$. The constants in $-H/k_BT$ add to $-\frac{ag}4+\frac{(1-a)g}4=\frac{g(1-2a)}4$. Since $m$ and $q$ commute, the exponential factorizes:
$$e^{-H/k_BT}=P\,e^{agm^2/2}\,e^{-(1-a)gq^2/2},\qquad P=e^{g(1-2a)/4}.$$

To linearize the squares, complete the square in $-\frac{x^2}2+bx=-\frac{(x-b)^2}2+\frac{b^2}2$, which gives
$$e^{b^2/2}=\int\frac{dx}{\sqrt{2\pi}}\,e^{-x^2/2+bx}.$$
Both sides are entire functions of $b$, so the identity also holds for imaginary $b$. Use $b=sm$ for the first factor and $b=icq$ for the second, with
$$s=\sqrt{ag},\qquad c=\sqrt{(1-a)g}.$$
The attractive-looking spin square gets a real coupling and the repulsive charge square an imaginary one. Thus $e^{-H/k_BT}$ is $P$ times the average of $e^{sxm+icyq}$ over independent standard normal $x$ and $y$.

The four states have $(m,q)=(0,-1),(1,0),(-1,0),(0,1)$, so the trace at fixed fields is
$$W(x,y)=2\cosh(sx)+2\cos(cy)\ \ge 0 .$$
The Gaussian averages of $\cosh(sx)$ and $\cos(cy)$ are $e^{s^2/2}$ and $e^{-c^2/2}$. Hence
$$Z=P\left[2e^{ag/2}+2e^{-(1-a)g/2}\right]=2e^{g/4}+2e^{-g/4}=4\cosh\frac g4 .$$
The parameter $a$ has cancelled. Here $g=3$, so $Z=4\cosh0.75=5.1787$ and the free energy is $-k_BT\ln Z=-0.1645$ eV.

The operator identity applies equally to the interaction factor of each site in each time slice of a lattice calculation. The error from splitting hopping and interaction is a separate matter. The saddle points and variances below belong to one half-filled site. Away from half filling, an extra term $\delta\,q$ in the exponent turns $2\cos(cy)$ into $2\cosh(\delta+icy)$, which is complex when $c\ne0$, and the weight is no longer a probability.

## What the fields do and do not measure

Let the fields have the density proportional to $e^{-(x^2+y^2)/2}W$. Differentiating the Gaussian identity twice with respect to $b$ shows that a factor $x^2$ under the integral produces $(1+b^2)e^{b^2/2}$. With $b^2=s^2m^2$ or $b^2=-c^2q^2$,
$$\langle x^2\rangle=1+s^2\langle m^2\rangle,\qquad \langle y^2\rangle=1-c^2\langle q^2\rangle .$$
The exact site has $\langle m^2\rangle=2e^{g/4}/Z=0.8176$ and $\langle q^2\rangle=0.1824$. In the spin channel $\langle x^2\rangle=1+3(0.8176)=3.453$; in the mixed channel $a=\frac12$ it is $1+1.5(0.8176)=2.226$. Solving either relation for $\langle m^2\rangle$ returns the same physical moment. The size of the field fluctuations is a property of the channel.

## The saddle point moves with the channel

Write the integrand as $e^{-S}$, with
$$S(x,y)=\frac{x^2+y^2}{2}-\ln W(x,y).$$
Since $W(x,y)\le W(x,0)$ and $y^2\ge0$, the global minimum of $S$ has $y=0$. There $W(x,0)=2\cosh(sx)+2=4\cosh^2(sx/2)$, and
$$\frac{\partial S}{\partial x}=x-s\tanh\frac{sx}{2}=0 .$$
Setting $x=sM$ for $a>0$ gives
$$M=\tanh\frac{agM}{2}.$$
$M$ is the mean of $m$ at that fixed field, because $2\sinh(sx)/W(x,0)=\tanh(sx/2)$. For $ag\le2$ the right side is smaller than $M$ at every positive $M$, so $M=0$. For $ag>2$ the curvature of $S$ at $x=0$, which is $1-ag/2$, is negative. The minima then lie at a pair $\pm M\neq0$, a single pair because $\tanh$ is concave for positive argument. The condition for a moment is
$$k_BT<\frac{aU}{2}.$$

This apparent ordering temperature depends on $a$, a number absent from $H$. In the example it is $0.15$ eV for the spin channel, above $k_BT=0.1$ eV, and $M=\tanh(1.5M)$ has the solution $M=0.86$. For $a=\frac12$ it is $0.075$ eV, below $k_BT$, so $M=0$. The charge channel has no spin field and no such threshold.

The exact $\langle m\rangle$ is zero by up-down symmetry, and $Z=4\cosh(g/4)$ is smooth at every nonzero temperature. The integral contains both saddles $\pm M$ with equal weight and so restores the symmetry that either one breaks. What is real is the local moment, $\langle m^2\rangle=0.82$, and it is present in every channel, including those whose saddle has $M=0$.

The charge channel has a peculiarity of its own. There $W=4\cos^2(\sqrt g\,y/2)$ vanishes at odd multiples of $\pi/\sqrt g$, and between these zeros the integrand has side peaks. The first is at $y=2.51$, with 1.4% of the height of the main peak. The Gaussian approximation about $y=0$ has no such peaks.

## Which saddle is Hartree-Fock?

Inserting the saddle into the integrand, without fluctuations, gives
$$\ln Z_0=\frac{g(1-2a)}4-\frac{agM^2}{2}+2\ln\left(2\cosh\frac{agM}{2}\right).$$
Compare this with Hartree-Fock theory for the site, in which the two spins are statistically independent. Let their mean occupations be $\frac12(1+\mu)$ and $\frac12(1+\nu)$. The trial free energy divided by $k_BT$ is $\frac g4\mu\nu$ minus the two entropies. The entropy of the first spin has derivative $-\operatorname{artanh}\mu$ with respect to $\mu$, and likewise for $\nu$, so stationarity requires
$$\mu=-\tanh\frac{g\nu}{4},\qquad \nu=-\tanh\frac{g\mu}{4}.$$
With $f(t)=\tanh(gt/4)$ these say $\mu=f(f(\mu))$. Since $f$ increases, $f(\mu)>\mu$ would imply $f(f(\mu))>f(\mu)>\mu$, a contradiction, and similarly for $f(\mu)<\mu$. So $\mu=f(\mu)$ and $\nu=-\mu$. The moment $M=\frac12(\mu-\nu)=\mu$ obeys $M=\tanh(gM/4)$, which is the saddle equation for $a=\frac12$.

The free energies agree as well. With $h=gM/4$, the occupations are $e^{\pm h}/(2\cosh h)$ and each spin has entropy $\ln(2\cosh h)-hM$. Minus the trial free energy over $k_BT$ is therefore
$$\frac{gM^2}4+2\ln(2\cosh h)-2hM=2\ln(2\cosh h)-\frac{gM^2}4,$$
because $2hM=gM^2/2$. This is $\ln Z_0$ at $a=\frac12$. On the line $y=0$, where the global minimum of $S$ lies, the two problems share their stationary points and the values there, so the lowest ones coincide. By the Gibbs variational principle, the $a=\frac12$ saddle gives an upper bound to the exact free energy.

Because $\ln Z_0$ is stationary in $M$, its change with the channel is $d\ln Z_0/da=-\frac g2-\frac{gM^2}2+gM\tanh\frac{agM}2=-\frac g2(1-M^2)<0$. Channels with $a>\frac12$ therefore give a higher saddle free energy, still an upper bound but a weaker one, while channels with $a<\frac12$ carry no such guarantee. For $g=3$, the charge saddle has $\ln Z_0=0.75+\ln4$, a free energy of $-0.2136$ eV, which lies below the exact $-0.1645$ eV. The mixed saddle gives $-k_BT\ln4=-0.1386$ eV and the spin saddle $-0.0867$ eV.

Fluctuations repair part of the disagreement. Differentiating $S$ twice at the saddle gives
$$S_{xx}=1-\frac{s^2}{2}\operatorname{sech}^2\frac{sx}2,\qquad S_{yy}=1+\frac{2c^2}{W(x,0)}=1+\frac{c^2}{2}\operatorname{sech}^2\frac{sx}2 .$$
The cross derivative vanishes because $\partial S/\partial y=y+2c\sin(cy)/W$ is zero for every $x$ at $y=0$. The Gaussian integral about each saddle multiplies $Z_0$ by $(S_{xx}S_{yy})^{-1/2}$, and a pair $\pm M$ contributes another factor 2. For the charge channel $S_{yy}=2.5$, so the free energy rises by $\frac12k_BT\ln2.5=0.0458$ eV to $-0.1678$ eV. The mixed and spin values become $-0.1800$ and $-0.1811$ eV. The spread has shrunk from $0.127$ to $0.013$ eV, but it has not vanished. Near $ag=2$ this correction fails, because $S_{xx}$ goes to zero.

For weak coupling the repair can be followed in detail. With $M=0$, expand $-\frac12\ln(1-\frac{ag}2)-\frac12\ln(1+\frac{(1-a)g}2)$. Its first-order part is $\frac{ag}4-\frac{(1-a)g}4=-\frac{g(1-2a)}4$, which cancels the channel-dependent term in $\ln Z_0$. Its second-order part is
$$\frac{a^2+(1-a)^2}{16}\,g^2=\frac{1+(1-2a)^2}{32}\,g^2 ,$$
while the exact $\ln\cosh(g/4)$ begins with $g^2/32$. To second order in $g$, the error left in $\ln Z$ is $(1-2a)^2g^2/32$. It vanishes at $a=\frac12$, so for sufficiently small $g$ the mixed value is the closest of the three. That ranking does not extend to $g=3$, where the charge value is the closest of the three. The full integral is independent of $a$; its truncations are not.

## The noise moves too

Draw $x$ and $y$ from the bare Gaussian and use $PW$ as a one-sample estimate of $Z$. To find its variance, use $\cosh^2t=\frac12(1+\cosh2t)$ and $\cos^2t=\frac12(1+\cos2t)$. The mean of $W^2=4\cosh^2(sx)+8\cosh(sx)\cos(cy)+4\cos^2(cy)$ is
$$4+2e^{2ag}+2e^{-2(1-a)g}+8e^{ag-g/2}.$$
Put $u=e^{ag-g/2}$. Then $P^2=1/u$, $e^{2ag}=u^2e^{g}$ and $e^{-2(1-a)g}=u^2e^{-g}$, so the mean of $(PW)^2$ is $\frac4u+4u\cosh g+8$. Subtracting $Z^2=16\cosh^2\frac g4=8+8\cosh\frac g2$ leaves
$$V=\frac4u+4u\cosh g-8\cosh\frac g2 .$$
The end points $u=e^{\mp g/2}$ give
$$V_{\rm charge}=2e^{g/2}(1-e^{-g})^2,\qquad V_{\rm spin}=2e^{3g/2}(1-e^{-g})^2=e^{g}\,V_{\rm charge}.$$
Setting $dV/du=0$ gives $u=(\cosh g)^{-1/2}$, that is
$$a^*=\frac12-\frac{\ln\cosh g}{2g}.$$
Since $1<\cosh g<e^g$, this lies between 0 and $\frac12$: the quietest member of the family is a mixed one.

At $g=3$ the relative variance $V/Z^2$ is $0.302$ for charge, and $e^3=20.1$ times as much, $6.06$, for spin. It is $0.949$ at $a=\frac12$ and $0.245$ at $a^*=0.115$. A relative standard error of 1% needs $(V/Z^2)/10^{-4}$ independent samples, which gives the counts in the opening paragraph, and about 2,400 at $a^*$.

For small $g$ the charge and spin variances both approach $2g^2$, while $u=1$ gives $V=4+4\cosh g-8\cosh\frac g2\approx g^2$, half as much. At $g=0.1$ the computed ratios $V/Z^2$ are $1.19\times10^{-3}$ for charge, $1.31\times10^{-3}$ for spin and $0.63\times10^{-3}$ for $a=\frac12$.

Finer time slices do not remove the difference for this site. With $L$ slices, each coupling is $s/\sqrt L$ and the exponent contains $s\left(\sum_l x_l/\sqrt L\right)m$. The bracket is again a standard normal variable. The same holds for $y$, and the prefactors multiply to $P$, so the distribution of the estimate is unchanged.

## Another measurement reverses the ranking

Now draw the fields from the density proportional to $e^{-(x^2+y^2)/2}W$, and measure the double occupancy $d=\langle n_\uparrow n_\downarrow\rangle$. At fixed fields the doubly occupied state contributes $e^{icy}/W$ and the empty state $e^{-icy}/W$. Their exact weights are equal at half filling, so one may average the two and use
$$D=\frac{\cos(cy)}{W}.$$
Its mean is $Pe^{-c^2/2}/Z=e^{-g/4}/Z=0.0912$ in every channel. Its second moment, however, is $P/Z$ times the Gaussian average of $\cos^2(cy)/W$, and there the zeros of $W$ matter.

In the spin channel $c=0$ and $W\ge4$, so $0<D\le\frac14$ and the variance is finite. Its value is $0.0067$, a standard deviation of $0.082$ per sample.

In the charge channel, at a small distance $\epsilon$ from a zero, $W\approx g\epsilon^2$ while $\cos^2(cy)\approx1$. The integral of $1/(g\epsilon^2)$ diverges. If all points closer than a cutoff to any zero are left out, the second moment is $0.36$, $4.1$ and $42$ for cutoffs $0.1$, $0.01$ and $0.001$ in $y$. It grows as the inverse cutoff, so the variance is infinite.

In a mixed channel, $W$ vanishes only where $x=0$ and $\cos(cy)=-1$. Near such a point $W\approx r^2$, where $r$ is the distance in the scaled coordinates $sx$ and $c\,\delta y$. The area element is proportional to $r\,dr$, so the second moment contains $\int dr/r$, a logarithmic divergence. At $a=\frac12$ each factor of ten closer to the zeros adds $0.022$, compared with $d^2=0.0083$. The probability of landing within $r$ scales as $\int r^2\,r\,dr\propto r^4$, so each further decade is visited ten thousand times more rarely. A finite run can therefore report a modest error bar for a quantity whose variance is infinite. The sample mean still converges, because $|D|$ has a finite mean, but the sample variance has no finite limit. A run of $N$ samples reaches down to $r\propto N^{-1/4}$, so its typical second moment keeps growing, by about $0.022$ for each factor $10^4$ in $N$, and for large $N$ the error of the mean falls as $\sqrt{\ln N/N}$ instead of $1/\sqrt N$.

The spin channel, the noisiest of the family for $Z$ under bare Gaussian sampling, is thus the one member with $0\le a\le1$ that gives this estimator a finite variance. The divergence belongs to the estimator, not to the double occupancy itself: for $a<1$, the relations $d=\frac12\langle q^2\rangle$ and $\langle y^2\rangle=1-c^2\langle q^2\rangle$ give the alternative estimator $(1-y^2)/(2c^2)$, a polynomial in $y$ whose variance is finite. A channel can be called good or bad only together with a sampling density and an estimator. The numerical check checks the identity state by state, finds the saddles by direct search, and tests the variances and both divergences by numerical integration.

## Table of computed values

```
U = 0.300 eV, kT = 0.100 eV, T = 1160.5 K
g = U/kT = 3.0000 (dimensionless)
exact Z = 5.178733 (dimensionless)
exact free energy = -0.164456 eV
exact <m> = 0.0000, <m^2> = 0.817574
exact <q^2> = 0.182426, double occupancy = 0.091213
charge a=0: Z by quadrature = 5.178733
  saddle threshold kT = 0.0000 eV
  saddle M = 0.000000
  curvatures S_xx = 1.0000, S_yy = 2.5000
  free energy, saddle only = -0.213629 eV
  free energy, with fluctuations = -0.167815 eV
  field moments <x^2> = 1.00000, <y^2> = 0.45272
mixed a=1/2: Z by quadrature = 5.178733
  saddle threshold kT = 0.0750 eV
  saddle M = 0.000000
  curvatures S_xx = 0.2500, S_yy = 1.7500
  free energy, saddle only = -0.138629 eV
  free energy, with fluctuations = -0.179963 eV
  field moments <x^2> = 2.22636, <y^2> = 0.72636
spin a=1: Z by quadrature = 5.178733
  saddle threshold kT = 0.1500 eV
  saddle M = 0.858560
  curvatures S_xx = 0.6057, S_yy = 1.0000
  free energy, saddle only = -0.086668 eV
  free energy, with fluctuations = -0.181053 eV
  field moments <x^2> = 3.45272, <y^2> = 1.00000
charge side peak at y = 2.51104, rel. height 1.378e-02
least-variance channel a* = 0.115112
charge: variance/Z^2 = 0.30176, samples for 1% = 3018
a*: variance/Z^2 = 0.24476, samples for 1% = 2448
a=1/2: variance/Z^2 = 0.94900, samples for 1% = 9490
spin: variance/Z^2 = 6.06108, samples for 1% = 60611
spin/charge variance ratio = 20.0855
g = 0.1, charge: variance/Z^2 = 1.1893e-03
g = 0.1, a=1/2: variance/Z^2 = 6.2552e-04
g = 0.1, spin: variance/Z^2 = 1.3144e-03
double-occupancy estimator, fields drawn with Gaussian times W:
  spin: variance = 0.006670, std = 0.08167
  charge: 2nd moment, cutoff 0.1 = 0.3569
  charge: 2nd moment, cutoff 0.01 = 4.1283
  charge: 2nd moment, cutoff 0.001 = 41.9026
  charge: coefficient of 1/cutoff = 0.041972
  mixed a=1/2: 2nd moment per decade = 0.022088
```
